# Isolated ferroelectric wall energy from periodic two-wall cells

## A case that can be solved by hand

Take a periodic cell of length $L$ along $x$, with two thin walls normal to $x$ in a linear dielectric of permittivity $\epsilon$. Each wall has energy $\sigma_0$ per area and contributes the same amount $v=\int E\,dx$ to the line integral of the field. There is no free charge, so the displacement is uniform; let $\Delta$ be its departure from the value for which the domains are field-free. The domain field is $\Delta/\epsilon$, and the cell energy per area is

$$F(\Delta)=2\sigma_0+2v\Delta+\frac{L\Delta^2}{2\epsilon}.$$

The middle term follows from $\partial F/\partial\Delta=\int E\,dx=2v+L\Delta/\epsilon$. An ordinary periodic calculation makes this integral vanish, because its potential is periodic. Hence

$$\Delta=-\frac{2\epsilon v}{L},\qquad F=2\sigma_0-\frac{4\epsilon v^2}{L}+\frac{2\epsilon v^2}{L}=2\sigma_0-\frac{2\epsilon v^2}{L}.$$

Half the cell energy is too low by $\epsilon v^2/L$. An isolated wall has field-free domains far away, whereas here the domains carry a field that undoes the potential steps. The error need not be fitted: $L\Delta^2/(2\epsilon)=2\epsilon v^2/L$, so adding this measured quantity to $F$ restores $2\sigma_0$.

A normal strain fixed by the cell length acts similarly, with the opposite sign. A wrong bulk energy adds a term proportional to $L$. The scheme below treats all three, including piezoelectric coupling and nonlinear domains.

## Model and boundary conditions

Let $P_n$ be the polarization along $x$ and $P_s$ the component that reverses. A 90° wall joins $(P_s,P_n)=(-p,p)$ to $(p,p)$. In-plane strains are held at their bulk values. The walls are equally spaced, $d=L/2$, and shear is eliminated at zero shear stress. With normal strain $\eta$ measured from bulk, the local energy density is

$$w=\frac b4(P_s^2+P_n^2-2p^2)^2+\frac c4(P_n^2-P_s^2)^2+\frac C2\eta^2-\eta Q+\frac{(D-P_n)^2}{2\epsilon_b},$$

$$Q=q_s(P_s^2-p^2)+q_n(P_n^2-p^2).$$

To this is added $\frac g2(P_s'^2+P_n'^2)$. The last term of $w$ is the field energy, with $D=\epsilon_bE+P_n$. Two quantities are uniform through domains and walls alike: the normal stress $t=\partial w/\partial\eta=C\eta-Q$, by mechanical equilibrium, and $D$, by the absence of free charge. For the isolated wall $t=0$ and $D=D_0=p$.

A half-turn about $x$ reverses $P_s$ but leaves $P_n$ and $E$ unchanged. It maps one wall of the cell onto the other, so their values of $v$ are equal and add. Across the isolated wall, define

$$u=\int\eta\,dx,\qquad v=\int E\,dx .$$

Here $u$ is the extra thickness that the wall wants, and $-v$ is its potential step.

The origin of $u$ and $v$ is visible if $P_n$ is held at $p$. At $t=0$, $\eta=Q/C$, and eliminating it leaves $\frac B4(P_s^2-p^2)^2$ with $B=b+c-2q_s^2/C$. The wall is then $P_s=p\tanh(x/\ell)$, with

$$\ell=\sqrt{\frac{2g}{Bp^2}},\qquad \sigma_0=\int gP_s'^2\,dx=\frac{4gp^2}{3\ell}.$$

The energy integral uses the equality of gradient and local energy densities, and $\int\mathrm{sech}^4(x/\ell)\,dx=4\ell/3$. Since $P_s^2-p^2=-p^2\mathrm{sech}^2(x/\ell)$, whose integral is $-2\ell p^2$,

$$u\simeq-\frac{2q_sp^2\ell}{C}.$$

The small force on $P_n$ must be balanced by the field. Differentiating the remaining local energy with respect to $P_n$ at $P_n=p$ gives $E\simeq[(b-c)-2q_sq_n/C]\,p(P_s^2-p^2)$, hence

$$v\simeq-2\ell p^3\left(b-c-\frac{2q_sq_n}{C}\right).$$

## The correction

For a uniform domain define the mixed potential

$$h(t,D)=\min_{\eta,P}(w-t\eta).$$

Because $\eta$ and $P$ are stationary, only the explicit dependence on $t$ and $D$ contributes to its derivatives:

$$\frac{\partial h}{\partial t}=-\eta_d,\qquad \frac{\partial h}{\partial D}=E_d,$$

where $d$ as a subscript denotes a domain. Energies are counted from perfect bulk, so $h$ and both derivatives vanish at $(0,D_0)$.

At given loads, the same potential for the whole cell is $Lh+2\sigma(t,D)$. This defines the wall energy under load, apart from exponentially small overlap of the walls. If the code fixes the mean strain $\bar\eta$, its energy is recovered by adding $tL\bar\eta$:

$$F=Lh+2\sigma+tL\bar\eta. \tag{1}$$

The loads adjust until the mean strain is $\bar\eta$ and the mean field is zero:

$$L\frac{\partial h}{\partial t}+2\frac{\partial\sigma}{\partial t}+L\bar\eta=0,\qquad
L\frac{\partial h}{\partial D}+2\frac{\partial\sigma}{\partial D}=0. \tag{2}$$

Write $\Delta=D-D_0$ and $y=(t,\Delta)$. A Taylor expansion from the actual loads back to those of the isolated wall gives

$$2\sigma_0=2\sigma-2t\frac{\partial\sigma}{\partial t}-2\Delta\frac{\partial\sigma}{\partial D}+y^T\sigma''y+\dots$$

Equation (1) supplies $2\sigma=F-Lh-tL\bar\eta$. Equations (2) supply $-2t\,\partial_t\sigma=-tL\eta_d+tL\bar\eta$ and $-2\Delta\,\partial_D\sigma=L\Delta E_d$. The terms in $\bar\eta$ cancel, and $h+t\eta_d=w$, so

$$\boxed{2\sigma_0=F-L\,[\,w(t,D)-\Delta E_d\,]+O(y^2)} \tag{3}$$

The bracket needs one bulk run at the loads found in the cell. It contains the full nonlinear bulk response; the neglected part is the curvature of the wall energy. When $\bar\eta=0$, equations (2) make $y$ of order $1/L$, and the remainder is of order $1/L^2$.

## Size and sign of the uncorrected error

For small loads let $h=\frac12y^TMy$ and $\sigma=\sigma_0+a\cdot y$, with

$$M=\begin{pmatrix}-s&m\\m&1/\epsilon\end{pmatrix},\qquad a=(-u,v).$$

Here $s$ is the compliance at fixed $D$, $\epsilon$ the permittivity at fixed stress, and $m$ the piezoelectric coupling. The components of $a$ follow from the same derivative rule as before, applied to the wall. For $\bar\eta=0$, (2) reads $LMy+2a=0$. Substitution in (1) gives $F=2\sigma_0+2a\cdot y+\frac L2y^TMy$. Since $Ly^TMy=-2a\cdot y$, this is $F=2\sigma_0+a\cdot y$, or

$$\frac F2-\sigma_0=-\frac{a^TM^{-1}a}{L}=\frac{u^2/\epsilon+2muv-sv^2}{(s/\epsilon+m^2)L}. \tag{4}$$

If $t=0$ is imposed and only $D$ drifts, the error is $-\epsilon v^2/L$, the opening result. If $D=D_0$ is imposed and the length is fixed, it is $+u^2/(sL)$: the domains are strained to accommodate the walls. The signs differ because a fixed length withholds a relaxation that the isolated wall has, while zero mean field permits one that it lacks.

A second limit is a neutral 180° wall with $P_n=0$ throughout, for parameters that make such domains stable; $c<0$ favours them, whereas the $c>0$ used below does not. In this model the energy is then even in $P_n$ and $D$, so $v=m=0$. The electrical error vanishes and the elastic one remains.

## Overlap of the walls

If the code can impose $t=0$ and $D=D_0$, the $1/L$ error disappears. What remains comes from the tails. Let $\phi(P)$ be the local potential at these loads. Equilibrium, $gP''=\nabla\phi$, makes $\phi-\frac g2|P'|^2$ constant in $x$. Stretching a gap by a factor $1+\alpha$ changes its energy, to first order, by $\alpha\int(\phi-\frac g2|P'|^2)dx$. Thus the derivative of the gap energy $e(d)$ is that constant, which at mid-gap, where $P'=0$, equals $\phi$.

Each tail there has length $Ae^{-\kappa d/2}$ in the $(P_s,P_n)$ plane, where $g\kappa^2$ is the lowest eigenvalue of the Hessian of $\phi$. The two tails add, so

$$\frac{de}{dd}=\frac12g\kappa^2(2Ae^{-\kappa d/2})^2=2g\kappa^2A^2e^{-\kappa d}.$$

Integrating from infinite separation, with one gap per wall,

$$e(d)-\sigma_0=-2g\kappa A^2e^{-\kappa d}. \tag{5}$$

The walls attract. This leading-order law requires $\kappa d\gg1$.

## Procedure

```
input: sizes L_k, bulk length and D0,
       reference energy density e_ref
W0 = energy density of bulk at t=0, D=D0
for each L_k:
    relax two-wall cell: in-plane strain = bulk,
        length = bulk length, mean field = 0
    read total energy U, stress t, displacement D
    run bulk at the same t and D: read W, E_d
    S_k = 1/2 { U - L_k e_ref
                - L_k [ W - W0 - (D-D0) E_d ] }
if e_ref is known to match the cells:
    report S_k and its drift with L_k
else:
    fit S = sigma + B L (+ R/L^2)
    report sigma and reference error -2B
```

All energy densities are per unstrained volume, and $E_d$ is the voltage across the bulk unit divided by its unstrained length. Dividing the energy by the strained volume instead would add an error of the order of the strain times the total energy density, far larger than the correction sought.

At zero mean field $D$ is the mean polarization along the normal, taken on the same branch as $D_0$. Alternatively, read $E_d$ from the slope of the smoothed potential in mid-domain and run the bulk at that field and stress. The stress must be the derivative at fixed voltage across the unit; the derivative at fixed field differs from it by $PE_d$. A bulk code may report $U_b-PE_d$, without macroscopic field energy. Since $w=U_b+\epsilon_0E_d^2/2$ and $D=\epsilon_0E_d+P$, the required combination is

$$w-\Delta E_d=(U_b-PE_d)-\tfrac12\epsilon_0E_d^2+D_0E_d.$$

If finite-field runs are unavailable, use $w-\Delta E_d\simeq-\frac12y^TMy$ with the bulk response matrix. This is accurate only to second order in the loads, and the neglected bulk nonlinearity can be large. In the example below it leaves errors of $-0.5$ mJ/m2 at 12 nm and $-0.08$ mJ/m2 at 32 nm, against 0.03 and 0.01 with the nonlinear bulk run.

**Cost.** Each cell needs one extra run of a bulk unit, so the longest cell dominates. In a one-dimensional model with $N$ grid points, a Newton step costs $O(N)$ with a banded solver, the two uniform loads being added as a border. Dense algebra costs $O(N^3)$.

**Stability.** A common shift of both walls costs no energy in the continuum. If one gap becomes $d+z$ and the other $d-z$, equation (5) gives an interaction proportional to $-e^{-\kappa d}\cosh\kappa z$, which has a maximum at $z=0$. At zero shear stress, as assumed here, equal spacing is therefore stationary but unstable unless the lattice pins the walls. A code that keeps the cell vectors fixed also clamps the mean shear. Unequal 90° domains then cost an elastic energy proportional to $z^2/L$, which outweighs the exponentially small attraction and stabilizes equal spacing. Both motions are removed by solving a quarter cell with $P_s$ odd and $P_n$ even about the wall, and both even about the domain centre. As a test of this reduction, a full 12 nm cell on a 0.1 nm grid was minimized from a noisy start without imposed symmetry. Its energy agreed with the quarter-cell result within one part in $10^5$.

**Noise in the fit.** For two sizes, the linear intercept is $(L_2S_1-L_1S_2)/(L_2-L_1)$. Independent errors of size $\delta$ in $S_1$ and $S_2$ give it an error $\delta\sqrt{L_1^2+L_2^2}/(L_2-L_1)$. This is $1.7\delta$ for 12 and 32 nm, but $5\delta$ for 12 and 16 nm.

## Worked example

The parameters are round numbers: $p=53.03$ uC/cm2, $b=1.2$ and $c=0.2$ GJ m5/C4, $C=100$ GPa, $q_s=3$ and $q_n=5$ GJ m/C2, $g=0.05$ GJ nm2 m/C2, and $\epsilon_b=7\epsilon_0$. The estimate at fixed $P_n$ uses $B=1.4-0.18=1.22$ GJ m5/C4. It gives $\ell=0.54$ nm, $\sigma_0=34.7$ mJ/m2, $u=-9.1$ pm and $v=-0.113$ V. The full solution has half-width 0.543 nm, $u=-8.81$ pm and $v=-0.111$ V. Its energy is 34.493 mJ/m2 on a 0.025 nm grid and 34.495 mJ/m2 from a separate continuum boundary-value solution.

The reference energy comes from a bulk cell 0.2% too long and is too high by $\delta e=0.1267$ mJ/m2 per nm. The two-wall cells themselves have the correct bulk length. All energies below are per wall in mJ/m2; the last column adds back $L\,\delta e/2$.

| $L$ (nm) | raw | load-corrected | reference restored |
|---|---|---|---|
| 12 | 30.40 | 33.76 | 34.52 |
| 16 | 30.93 | 33.50 | 34.52 |
| 24 | 31.24 | 32.99 | 34.51 |
| 32 | 31.16 | 32.48 | 34.50 |

The 12 nm correction can be followed by hand. The cell has $t=-0.0483$ GPa, $\Delta=5.366$ uC/cm2 and $E_d=0.1879$ MV/cm. To leading order the zero mean strain requires $\eta_d=-2u/L=0.00147$. For quadratic $h$, the correction per wall is $\frac L4y^TMy=\frac L4(\Delta E_d-t\eta_d)$. The two products are 1.008 and $-0.071$ MJ/m3, so the correction is $3\,\mathrm{nm}\times1.079\,\mathrm{MJ/m^3}=3.24$ mJ/m2. The nonlinear bulk run gives $33.76-30.40=3.36$ mJ/m2.

The stress is compressive although the elastic constraint stretches the domains. Through piezoelectric coupling the residual field also tends to lengthen them, and at fixed length this appears as compression. At 16 nm the electrical error alone is $-2.63$, the elastic error alone $+0.42$, and the joint error $-2.55$ mJ/m2. The first two do not add to the third; already at leading order, (4) contains the coupling $m$.

Equation (4) predicts a coefficient of $-42.92$ mJ nm/m2. Cells of 80 and 160 nm, extrapolated to remove the next order, give $-42.91$. With imposed isolated-wall loads and $d=3$ nm, the overlap error is $-0.0067$ mJ/m2 from both the cell and (5). Thus the drift of the loads matters far more here than the overlap of the walls.

The fits to the four sizes give:

- raw data, terms $1,L$: 30.20 mJ/m2;
- raw data, terms $1,L,1/L$: 34.19 mJ/m2;
- corrected data, terms $1,L$: 34.53 mJ/m2;
- corrected data, terms $1,L,1/L^2$: 34.53 mJ/m2, or 215.5 meV/nm2.

The last result is 0.03 mJ/m2 above the isolated wall, and its slope returns a reference error of 0.1281 mJ/m2 per nm. The $1/L^2$ term brings almost no gain. The restored values approach 34.49 more slowly than $1/L^2$ over this range; in the shorter cells, higher orders cancel much of the quadratic remainder. If the reference is known, the single 12 nm cell is already as good as the fit.

## Failure modes

**A false plateau.** The raw error is approximately $-K/L-L\,\delta e/2$, with $K=42.9$ mJ nm/m2. For positive $\delta e$ it has a maximum at

$$L_*=\sqrt{2K/\delta e}=26\ \mathrm{nm},$$

where the error is $-\sqrt{2K\delta e}=-3.3$ mJ/m2. This is why the raw values from 16 to 32 nm vary by only 0.3 mJ/m2 while all lie at least 3.2 mJ/m2 too low. Apparent convergence with $L$ is not evidence of a correct limit.

**A wrong cell length.** Suppose that the two-wall cells and their reference share the same mean strain error $\bar\eta$. The strained bulk has loads $t_0$ and $D_b$. These make $h+t\bar\eta$ stationary, so the walls' $O(1/L)$ shift of the loads changes $L(h+t\bar\eta)$ by only $O(1/L)$. After subtraction of the matched reference, (1) tends to $2\sigma(t_0,D_b)$, leaving a constant bias per wall

$$-ut_0+v(D_b-D_0)$$

to first order. No range of $L$ removes it. For $+0.2\%$ strain the cells give $-0.627$ mJ/m2. Half the difference between the $+0.2\%$ and $-0.2\%$ biases, which removes second-order terms, is $-0.626$ from both cells and formula. Equation (3), with the correct unstrained reference, leaves an error of 0.07 mJ/m2 in a 32 nm cell. The second-order remainder no longer vanishes with $L$; in longer cells it tends to about 0.02 mJ/m2.

**Reading the field too near a wall.** About the domain centre the tail varies as $\cosh[\kappa(x-x_{\rm mid})]$. In the 12 nm cell it changes the centre field by $-0.14\%$; at 16 nm the change is $-0.005\%$. Taking $D$ from the mean polarization avoids this error.

**Charged walls.** If the field-free value of $P_n$ jumps by $\pm\delta P$ at alternate walls, equal domains have this value offset by $\pm\delta P/2$ from the mean. In a linear dielectric their fields cost $(\delta P)^2/(8\epsilon)$ per volume. This term is proportional to $L$, and the fit would mistake it for a reference error. Without screening charge there is no isolated-wall energy to extract.

## Relation to a real ferroelectric

The parameters lie in the rough regime of a 90° wall in lead titanate, for which polarizations near 75 uC/cm2, calculated wall energies of some tens of mJ/m2 and potential steps of 0.1 to 0.2 V are representative. The relaxed permittivity of $410\epsilon_0$ is several times a typical value for that material. The electrical error scales with it and would be correspondingly smaller for the same $v$.

The model also omits effects that real crystals have. The wall half-width is close to a lattice constant of 0.4 nm; solving on a grid of that step shifts the energy by $-0.7$ mJ/m2, with 0.1 mJ/m2 between two wall positions. The lattice planes parallel to a 90° wall are closer, about 0.28 nm apart, so these figures overstate the effect of discreteness in the model. A thermal scale $k_BT/(2\ell)^2$ at 300 K is 3.5 mJ/m2, about a tenth of the wall energy, so a static result should not be read as a room-temperature free energy. A flexoelectric coupling $f$ of $P_s$ to the shear strain gradient lowers $g$ for that component by $f^2/G$, with $G$ the shear modulus; for $f=1$ V and $G=100$ GPa this changes the wall energy by about $-3.6$ mJ/m2, so $g$ must be read as already containing it. A coefficient of 5 V coupling $P_n$ to the normal strain gradient gives an energy scale of only 0.1 mJ/m2. This is only a perturbative estimate: above $\sqrt{gC}=2.2$ V the continuum model would need higher gradient terms to remain stable. Letting in-plane strains relax in a 16 nm cell would introduce an error of order 0.5 mJ/m2 if the in-plane stress integrated across the wall, which this model does not supply, is of size $C|u|$. With $10^{18}$ cm$^{-3}$ carriers the screening length is 24 nm, comparable with the cells. Uniform $D$ is then an approximation: the domain field varies by less than 1% in a 12 nm cell, but by 4 to 5% in a 32 nm cell. For a 2 eV gap, the tunnelling length in the 12 nm cell's field is about 100 nm, longer than the cell. These are orders of magnitude, not corrections to be added. The numerical output follows.

## Computed values

```
Total polarization: 75.0 uC/cm2
Component P0 = D0: 53.03 uC/cm2
Quartic coefficients b, c: 1.2, 0.2 GJ m5/C4
Gradient coefficient g: 0.05 GJ nm2 m/C2
Stiffness: 100 GPa; couplings q_s, q_n: 3.0, 5.0 GJ m/C2
Background permittivity / vacuum: 7.0
Relaxed permittivity / vacuum: 410
Grid step: 0.025 nm; wall half-width: 0.543 nm
Isolated wall, grid: 34.493 mJ/m2
Isolated wall, continuum: 34.495 mJ/m2
Wall excess length u: -8.807 pm
Wall integrated field v: -0.1109 V
1/L coefficient, cells: -42.91 mJ nm/m2
1/L coefficient, formula: -42.92 mJ nm/m2
Tail decay constant: 3.678 1/nm
Overlap at d=3 nm, cell: -0.00669 mJ/m2
Overlap at d=3 nm, formula: -0.00669 mJ/m2
Reference length error: 0.2 %
Reference energy error: 0.1267 mJ/m2 per nm
L=12 nm: raw 30.399, load-corrected 33.759 mJ/m2
  stress -0.0483 GPa, D-D0 5.366 uC/cm2, domain field 0.1879 MV/cm
L=16 nm: raw 30.933, load-corrected 33.502 mJ/m2
  stress -0.0369 GPa, D-D0 4.143 uC/cm2, domain field 0.1409 MV/cm
L=24 nm: raw 31.244, load-corrected 32.987 mJ/m2
  stress -0.0251 GPa, D-D0 2.845 uC/cm2, domain field 0.0936 MV/cm
L=32 nm: raw 31.157, load-corrected 32.475 mJ/m2
  stress -0.0190 GPa, D-D0 2.167 uC/cm2, domain field 0.0700 MV/cm
Centre-field mismatch, L=12 and 16 nm: -0.1440, -0.0050 %
Tail ratio over 0.5 nm, L=12 nm: cell 2.982, cosh law 2.985
Raw fit 1,L: 30.203 mJ/m2
Raw fit 1,L,1/L: 34.193 mJ/m2
Corrected fit 1,L: 34.529 mJ/m2
Corrected fit 1,L,1/L^2: 34.525 mJ/m2
  same in other unit: 215.5 meV/nm2
  error against isolated wall: 0.0321 mJ/m2
Reference error from slope: 0.1281 mJ/m2 per nm
L=16 nm, electrical error alone: -2.632 mJ/m2
L=16 nm, elastic error alone: 0.423 mJ/m2
L=16 nm, both constraints: -2.546 mJ/m2
Mis-set length, constant bias (+0.2%): -0.627 mJ/m2
  odd part: cells -0.626, formula -0.626 mJ/m2
  L=32 nm error after load correction: 0.0742 mJ/m2
Rough inputs: lattice 0.4 nm, flexo 5.0 V, gap 2.0 eV
Rough inputs: carriers 1e+18 cm-3, temperature 300 K
Lattice shift of wall energy: -0.728 mJ/m2
Lattice pinning difference: 1.00e-01 mJ/m2
Flexoelectric energy scale: 0.100 mJ/m2
In-plane relaxation scale, L=16 nm: 0.485 mJ/m2
Thermal fluctuation scale: 3.51 mJ/m2
Carrier screening length: 24.2 nm
Tunnelling length gap/field, L=12 nm: 106 nm
```
